Three local kinetic-energy estimators and their common mean

**1. The form of a local kinetic-energy estimator**

In variational Monte Carlo, configurations are drawn with probability proportional to ψ², and the kinetic energy is the average of a function evaluated at each configuration. Symmetry and dimensions restrict that function strongly.

Let ψ be a real trial function of N particles, each of electron mass. Collect their coordinates in one vector X with 3N components, and let ∇ and ∇² act on all of them. The normalization of ψ is unknown in a simulation, so the estimator must not change when ψ is replaced by cψ. With

L = ln|ψ|, (1)

this replacement adds a constant to L, so only derivatives of L may appear. A kinetic energy is ħ²/m times an inverse length squared. If no length is put in by hand and the expression is a polynomial in derivatives of L, each term has two derivatives in total. For equal masses the kinetic-energy operator is also invariant under rotations of the 3N-dimensional space. If the estimator is required to share this invariance, two scalars remain:

estimator = a ∇²L + b |∇L|². (2)

The algebra below uses atomic units, ħ = m = 1. Three choices of a and b are of interest:

K = −½ (∇²ψ)/ψ, (3)

T = −¼ ∇²L, (4)

F² = ½ |∇L|². (5)

K is the kinetic-energy operator applied to ψ and divided by ψ. T contains second derivatives of L alone, and F² first derivatives alone. F² is never negative, whereas K and T can have either sign.

**2. The pointwise identity**

Wherever ψ ≠ 0, the derivative of ln|ψ| is ∇ψ/ψ for either sign of ψ. Hence

∇ψ = ψ ∇L. (6)

Take the divergence, use the product rule, and insert (6) again:

∇²ψ = ∇ψ·∇L + ψ ∇²L = ψ (|∇L|² + ∇²L). (7)

Dividing by ψ and multiplying by −½ gives

K = −½ ∇²L − ½ |∇L|². (8)

By (4), −½∇²L = 2T. By (5), ½|∇L|² = F². Therefore

K = 2T − F². (9)

This places K in the family (2) with a = b = −½. The identity holds at each configuration away from nodes and singular points, whatever the sampling. If a program obtains K from the Laplacian of ψ, and T and F² from derivatives of L, (9) checks the two pieces of code against each other at a single configuration. If K is computed from (9), that check is empty.

**3. The common mean**

Write the average over the normalized density as

⟨A⟩ = ∫ψ² A dX / ∫ψ² dX. (10)

Equation (6) gives ψ∇ψ = ψ²∇L. The divergence of this vector field is

∇·(ψ∇ψ) = 2ψ∇ψ·∇L + ψ²∇²L = ψ² (2|∇L|² + ∇²L). (11)

Since |∇L|² = 2F² and ∇²L = −4T, the bracket equals 4F² − 4T:

∇·(ψ∇ψ) = −4ψ² (T − F²). (12)

Integrate (12) over configuration space. The left side becomes the flux of ψ∇ψ through the boundaries. If that flux vanishes, then

⟨T⟩ = ⟨F²⟩. (13)

The mean of (9) is ⟨K⟩ = 2⟨T⟩ − ⟨F²⟩, so (13) also gives ⟨K⟩ = ⟨F²⟩. Finally, (6) turns ψ²F² into ½|∇ψ|², and

⟨K⟩ = ⟨T⟩ = ⟨F²⟩ = ½ ∫|∇ψ|² dX / ∫ψ² dX. (14)

The common value is the kinetic energy of ψ. No potential has entered, so ψ need not be close to an eigenstate.

The argument also works for one Cartesian coordinate q at a time. Replacing the divergence by ∂/∂q gives

⟨−¼ ∂²L/∂q²⟩ = ⟨½ (∂L/∂q)²⟩. (15)

This is a finer test, because it can locate a fault in the derivatives of one particle or one direction. A two-dimensional function with unequal directions illustrates it: L = −(x²/2 + 0.3y² + 0.1x²y² + 0.2xy), with x and y in atomic units. Both sides of (15) are 7.849 eV along x and 4.709 eV along y.

**4. Which boundaries are harmless**

For a bound state, ψ∇ψ decays at large distance and carries no flux there. In a periodic cell with periodic ψ, the fluxes through opposite faces cancel.

Nodal surfaces divide space into regions, and (12) is integrated over each. On a node ψ = 0 while ∇ψ is finite, so ψ∇ψ vanishes and (14) survives.

At the coalescence of two particles in three dimensions, ψ may have a cusp. Surround it by a tube of radius ε in the pair separation. The tube's area is proportional to ε² and ψ∇ψ is finite, so the flux vanishes as ε → 0.

A slope jump on an extended surface where ψ ≠ 0 is different. Suppose that two electrons have a pair factor exp[u(r)], r = |r₁ − r₂|, with u continuous but u′ discontinuous at r = c. Introduce R = (r₁ + r₂)/2 and the vector **r** = r₁ − r₂. The chain rule gives ∇₁ = ½∇_R + ∇_r and ∇₂ = ½∇_R − ∇_r. The cross terms cancel in the sum of squares:

∇₁² + ∇₂² = ½∇_R² + 2∇_r². (16)

Let p = ψ²/∫ψ²dX. In these coordinates (12) reads

p(T − F²) = −¼ [½∇_R·(p∇_R L) + 2∇_r·(p∇_r L)]. (17)

The R term integrates to zero. The **r** term is integrated separately over r < c and r > c, whose outward normals at r = c are opposite:

⟨T⟩ − ⟨F²⟩ = −½ P(c) [L′(c−) − L′(c+)]. (18)

Here P(c) is the probability density of the pair distance, L′ is the radial derivative, and the jump in brackets is averaged over the surface r = c with weight p. If the rest of ψ is smooth, the jump comes from u alone:

⟨T⟩ − ⟨F²⟩ = ½ P(c) [u′(c+) − u′(c−)]. (19)

The averages on the left use pointwise derivatives on either side of the surface. Sampling never lands on the surface itself, so it misses the delta function in ∇²L. The kinetic energy of such a continuous function is ½∫|∇ψ|²/∫ψ², which F² still gives. T misses the amount (19), and K misses twice that amount. A truncated Jastrow factor should therefore reach its cutoff with a continuous slope.

The argument as given also requires real ψ; it fails if L is taken as the complex logarithm of a complex ψ. For the plane wave exp(ikx), put L = ikx in (3)–(5), with F² read as ½(∇L)². Then K = k²/2, T = 0 and F² = −k²/2. Identity (9) holds, but the means differ. The density sampled is |ψ|², whereas the divergence argument needs ψ².

**5. One condition, and its error bar**

Define D = T − F². Equation (9) gives, for each sample,

K − T = D, K − F² = 2D. (20)

Agreement of all three means is thus one condition, ⟨D⟩ = 0. Seeing K agree as well as T adds no independent evidence about the sampling.

The uncertainty should be computed from D itself. The estimators are evaluated on the same configurations and are correlated, so combining their separate errors as if they were independent can mislead in either direction.

**6. What a fault does to the means**

Suppose that the walk samples a normalized density ρ instead of ψ²/∫ψ²dX. Provided that ρ∇L has no boundary flux, integration by parts gives

⟨T⟩_ρ = −¼ ∫ρ∇²L dX = ¼ ∫∇ρ·∇L dX = ¼ ⟨∇ln ρ·∇L⟩_ρ. (21)

Because ∇ln ψ² = 2∇L, F² can be written as ¼∇ln ψ²·∇L. Subtracting,

⟨T − F²⟩_ρ = ¼ ⟨∇L·∇ln(ρ/ψ²)⟩_ρ. (22)

The test thus responds to the gradient of the error in ln ρ, projected on ∇L. A wrong density can escape if this projection averages to zero.

For ρ proportional to |ψ|^(2λ), ln(ρ/ψ²) = 2(λ − 1)L + constant. The right side of (22) is then (λ − 1)⟨F²⟩_ρ, so that

⟨T⟩_ρ = λ⟨F²⟩_ρ, ⟨K⟩_ρ = (2λ − 1)⟨F²⟩_ρ. (23)

If |ψ| is sampled in place of ψ², λ = ½ and the mean of K is zero. This case needs a nodeless ψ: near a node |ψ|∇L has finite size, so the flux condition fails.

Diffusion Monte Carlo with importance sampling produces a mixed density ρ ∝ ψφ, where φ is the projected state. Equation (22) then contains ∇ln(φ/ψ), and equality is not expected unless φ ∝ ψ or the average happens to vanish. For the function of Section 3 with φ = exp[−(0.4x² + 0.5y²)], both sides of (22) are −0.647 eV. A nonzero D in a mixed average is therefore no proof of a programming error.

Now let the sampling be correct, but let the programmed T contain an error δ while F² is correct. Then

⟨T + δ − F²⟩ = ⟨δ⟩. (24)

The fault is visible if ⟨δ⟩ is large compared with the statistical error. An error of zero mean escapes. So does a wrong ψ that is used consistently in the sampling and in the derivatives, because (14) holds for that ψ too. The test is necessary, not sufficient.

**7. Two electrons with a Jastrow factor**

Take two electrons of opposite spin with the nodeless function

ψ = exp[−(r₁² + r₂²)/(2s²) + u(r)], u(r) = r/[2(1 + r/b)]. (25)

The formula for u is in atomic units, and the model parameters are s = b = 1 Å. The quotient rule gives

u′ = [(1 + r/b) − r/b]/[2(1 + r/b)²] = 1/[2(1 + r/b)²], (26)

u″ = −1/[b(1 + r/b)³]. (27)

Let e = (r₁ − r₂)/r. Since ∇₁r = e and ∇₂r = −e,

∇₁L = −r₁/s² + u′e, ∇₂L = −r₂/s² − u′e. (28)

Each Gaussian contributes −3/s² to ∇²L. The Laplacian of u(r) is u″ + 2u′/r for each electron. Equation (4) then gives

T = 3/(2s²) − ½(u″ + 2u′/r), (29)

and F² is half the sum of the squares of the two vectors in (28).

At r₁ = (0.6, 0, 0.2) Å and r₂ = (−0.3, 0.5, 0) Å, the estimators are T = 10.6317 eV and F² = 1.4065 eV. Equation (9) predicts

K = 2 × 10.6317 − 1.4065 = 19.8569 eV. (30)

Finite differences of ψ itself give 19.8569 eV. The three estimators differ widely at this point; it is their means that agree.

Quadrature over the pair distance gives 10.849 eV for each mean, or 0.3987 hartree. A Metropolis run with 4000 independent walkers and 1500 steps after equilibration, with the estimators evaluated at every third step, gives:

⟨K⟩ = 10.845 ± 0.012 eV, single-sample spread 7.04 eV

⟨T⟩ = 10.850 ± 0.002 eV, single-sample spread 1.72 eV

⟨F²⟩ = 10.855 ± 0.013 eV, single-sample spread 6.79 eV

The uncertainties are standard errors, found from the scatter between walkers. The spreads are sampled values; quadrature gives 7.08, 1.76 and 6.78 eV. The sampled spreads of K and T converge slowly, because the term −u′/r makes their fourth moments diverge at r = 0. T fluctuates least here because the Gaussian part of (29) is constant and only the pair term varies. This does not make T the best companion of the potential V in a total energy. For an eigenstate K + V is constant, whereas T + V = K + V − D still fluctuates with D.

The test itself gives ⟨D⟩ = −0.005 ± 0.012 eV, consistent with zero. The error of K − F² is twice that of D, or 0.024 eV. Treating K and F² as independent would give (0.0119² + 0.0127²)^(1/2) = 0.017 eV, which is too small. The two are anticorrelated in this run, as the minus sign in (9) suggests when T varies little.

Deliberate faults show what the test can detect:

- *Missing derivative.* Omitting u″ from the Laplacian adds δ = ½u″ to T, by (29). The predicted shift of ⟨D⟩ is −0.526 eV, and the run gives −0.530 ± 0.012 eV. The fault is about 5% of the kinetic energy and stands out by more than 40 standard errors.

- *Wrong density.* Sampling |ψ| gives ⟨T⟩ = 11.12 eV and ⟨F²⟩ = 22.29 eV. Their ratio is 0.499, against ½ from (23). The mean of K is −0.046 ± 0.027 eV, which is 1.7 standard errors from the predicted zero. The mean of T has moved by less than 0.3 eV from its correct value, while that of F² has roughly doubled. The small shift of T is special to this example, because the Gaussian part of (29) is the same for any sampled density.

- *Slope jump.* Freezing u at its value at 1 Å for all larger r makes u′(c+) = 0. Quadrature gives ⟨T⟩ = 10.978 eV and ⟨F²⟩ = 11.426 eV. The difference is −0.449 eV, and (19) gives the same value. The pointwise K would average 2 × 10.9777 − 11.4263 = 10.529 eV, about 0.90 eV below the kinetic energy of this function.

- *Unintended parameter.* With b = 2 Å used throughout, ⟨T⟩ and ⟨F²⟩ are both 10.390 eV. The value has changed by 0.459 eV, yet the test is passed.

**8. Nodes: finite means, infinite variances**

Near a regular point of a nodal surface, write ψ = d g, where d is the signed distance from the node and g is smooth and nonzero. Then L = ln|d| + ln|g|. Since |∇d| = 1,

∇L = ∇d/d + ∇ln|g|, (31)

∇²L = −1/d² + (∇²d)/d + ∇²ln|g|. (32)

The leading terms of the estimators are therefore

T ≈ 1/(4d²), F² ≈ 1/(2d²), D ≈ −1/(4d²). (33)

In K = 2T − F² the 1/d² terms cancel, leaving at most a term of order 1/d.

The density near the node is proportional to d². The means of T and F² are finite, because d² × d⁻² is integrable. Their second moments contain d² × d⁻⁴ = d⁻². If a gap |d| < ε is excluded, they grow as 1/ε, so the variances of T, F² and D are infinite. For K the corresponding integrand d² × d⁻² is finite.

The consequence for sampling follows from the tail. T exceeds a large value t when |d| < (4t)^(−1/2). The probability of this is proportional to the integral of d² over that interval, hence to t^(−3/2). Among N independent samples, the largest value is reached when N t^(−3/2) is of order one, so t is of order N^(2/3). Its contribution to the sample mean is t/N, of order N^(−1/3). Samples below this value have a second moment of order t^(1/2) = N^(1/3). The variance of their mean is of order N^(1/3)/N = N^(−2/3), which again gives a spread N^(−1/3). The usual N^(−1/2) law does not apply.

The first excited state of a one-dimensional oscillator shows this explicitly. With x in oscillator lengths and energies in units of the quantum, ψ = x exp(−x²/2). Thus L′ = 1/x − x and L″ = −1/x² − 1, and

T = ¼(1 + 1/x²), F² = ½(1/x² − 2 + x²), K = 3/2 − x²/2. (34)

The integrals of exp(−x²), x²exp(−x²) and x⁴exp(−x²) over the line are √π, √π/2 and 3√π/4. With the weight x²exp(−x²), this gives ⟨1/x²⟩ = 2 and ⟨x²⟩ = 3/2. Therefore

⟨T⟩ = ¼(1 + 2) = ¾, ⟨F²⟩ = ½(2 − 2 + 3/2) = ¾, ⟨K⟩ = 3/2 − ¾ = ¾. (35)

For a quantum of 4 eV, each mean is 3 eV. The spread of K is finite, 2.45 eV. When the excluded gap ε is reduced from 0.01 to 0.001 oscillator lengths, the second moments of T and F² grow by factors of 9.96 and 10.34, close to the 10 expected from 1/ε. That of K does not change at the digits printed.

Independent samples confirm the slow convergence. The interquartile range of the sample mean of T is 0.296 eV for N = 1000 and 0.101 eV for N = 27 000. It narrows by a factor of 2.93, but the second range rests on 1500 means and is uncertain by a few per cent. The distribution of the sample mean is also known exactly, from ⟨exp(−s/x²)⟩ = (1 + 2√s) exp(−2√s). It gives 0.297 and 0.105 eV, a factor of 2.84, and a factor of 2.95 for the next 27-fold increase of N. The N^(−1/3) law predicts 27^(1/3) = 3 in the limit of large N, and the N^(−1/2) law would predict 5.20.

For a trial function with nodes, a standard error computed from the sample variance of D is thus unreliable: that variance does not settle as N grows. A few configurations close to a node can displace ⟨T⟩ and ⟨F²⟩ visibly in a correct program. The scatter of means over independent runs, described by quartiles, is a steadier measure of the width. That scatter is skewed, however. By (33) the long tail of D lies on the negative side only, so the majority of runs lack the rare large negative values and give a positive mean; for the oscillator state the fraction is 0.69 at N = 1000 and 0.67 at N = 27 000. The median of the run means is therefore displaced above zero by an amount of order N^(−1/3), like the width, and this offset is not a sign of a fault.

Table of computed values

```
Gaussian width s, Jastrow range b (angstrom): 1.0 1.0
one configuration, r1 (angstrom): [0.6 0.  0.2]
one configuration, r2 (angstrom): [-0.3  0.5  0. ]
  T there: 10.6317 eV
  F2 there: 1.4065 eV
  2T - F2 there: 19.8569 eV
  K there, finite differences of psi: 19.8569 eV
quadrature <K>: 10.8489 eV
quadrature <T>: 10.8489 eV
quadrature <F2>: 10.8489 eV
quadrature mean, converted: 0.39869 hartree
walkers 4000, steps 1500, acceptance 0.435
sampled <K>: 10.8454 +- 0.0119 eV, single-sample spread 7.038 eV
sampled <T>: 10.8502 +- 0.0015 eV, single-sample spread 1.716 eV
sampled <F2>: 10.8549 +- 0.0127 eV, single-sample spread 6.789 eV
sampled <T-F2>: -0.0047 +- 0.0122 eV
u'' omitted, <T-F2>: -0.5304 +- 0.0119 eV
u'' omitted, predicted shift: -0.5262 eV
|psi| sampled, <K>: -0.0456 +- 0.0268 eV
|psi| sampled, <T>: 11.1228 eV
|psi| sampled, <F2>: 22.2912 eV
|psi| sampled, <T>/<F2>: 0.4990
unintended b = 2.0 angstrom, <T>: 10.3900 eV
unintended b = 2.0 angstrom, <F2>: 10.3900 eV
u frozen beyond 1.0 angstrom, <T>: 10.9777 eV
u frozen, <F2>: 11.4263 eV
u frozen, <T-F2>: -0.4486 eV
u frozen, surface term: -0.4486 eV
2D test function, <T> along x and y: 7.8489, 4.7093 eV
2D test function, <F2> along x and y: 7.8489, 4.7093 eV
2D mixed density psi*phi, <T-F2>: -0.6472 eV
2D mixed density, gradient formula: -0.6472 eV
nodal state, oscillator quantum: 4.0 eV
nodal state, <K>, <T>, <F2> (eV): 3.0000 3.0000 3.0000
nodal state, spread of K: 2.4495 eV
nodal second moments, growth for a 10x smaller excluded gap:
  T: 9.961, F2: 10.336, K: 1.00000
mean of T, quartile range, N=1000: 0.2963 eV
mean of T, quartile range, N=27000: 0.1011 eV
narrowing found: 2.930
narrowing for N^(-1/3): 3.000, for N^(-1/2): 5.196
```
